# Gate Leakage from Quasi-Bound Inversion Subbands: Charge over Lifetime, part 1

(Sections cited here and not found follow in the second part.)

## Part 1. The lifetime of a leaking subband

### What dimensions fix

A leakage current density is charge per area and time. An inversion layer holds a charge $qN_i$ per area in subband $i$, so a current made of independent losses from the subbands must have the form

$$J=q\sum_i \frac{N_i}{\tau_i},\tag{1}$$

where $q>0$ is the elementary charge, $J$ is the magnitude of the current density and $\tau_i$ is a time. Dimensions also restrict $\tau_i$. Let the confining potential be $qFz$, let $m$ be the mass for motion along $z$, and let $E$ be the subband energy. Suppose that a nearly opaque barrier enters through its transmission $T$ alone. The loss rate is then proportional to $T$. The combination $\sqrt{mE}/(qF)$, a momentum divided by a force, is a time, so

$$\frac1\tau=T\,\frac{qF}{\sqrt{mE}}\;g\!\left(\frac{E}{\varepsilon}\right),\qquad \varepsilon=\left(\frac{\hbar^2q^2F^2}{2m}\right)^{1/3}.$$

The function $g$ is left open because $\hbar$ allows a second energy, $\varepsilon$. The derivation below gives the constant $g=1/(2\sqrt2)$ at leading order in $T$, apart from a small correction for the time spent inside the barrier. This constant is the classical one: $1/\tau$ is the number of collisions with the surface per second, multiplied by $T$.

### Model and conventions

The semiconductor fills $z>0$, the oxide $-d<z<0$, and the gate $z<-d$. Energies are measured from the conduction edge at the semiconductor surface, so $V(0)=0$, and $V(z)$ rises into the semiconductor. In the oxide

$$V(z)=\Phi+qF_{\rm ox}z,\qquad -d<z<0,$$

which falls towards the gate. The gate potential is constant. The masses along $z$ are $m$, $m_{\rm ox}$ and $m_g$. At each interface $\psi$ and $\psi'/(\text{mass})$ are continuous, which makes the particle current continuous.

Motion parallel to the surface is separated off, and the barrier problem is solved at the energy $E_i$ of the motion along $z$. This neglects the difference between the parallel masses in the semiconductor and the oxide; Part 2 gives the size of the effect for the lowest unprimed subband and states what is assumed for the primed ones. The gate states reached by the electrons are taken as empty. Scattering and external contacts are taken to refill the subbands faster than they leak, so that the $N_i$ keep their equilibrium values.

A quasi-bound state has a purely outgoing wave in the gate. With time dependence $e^{-iEt/\hbar}$ this is possible for complex energies

$$E=E_i-\tfrac{i}{2}\Gamma_i,\qquad |\psi|^2\ \text{decays as}\ e^{-\Gamma_i t/\hbar}.$$

Hence $\tau_i=\hbar/\Gamma_i$. A subband left to itself would obey $dN_i/dt=-N_i/\tau_i$, and summing the lost charge gives (1).

### Decay rate as flux divided by norm

The continuity equation is $\partial_t|\Psi|^2+\partial_z j=0$. Integrate it from $z=-d$ to infinity. The time derivative brings down $-\Gamma/\hbar$, and the current vanishes deep in the semiconductor:

$$-\frac{\Gamma}{\hbar}(P_w+P_b)-j(-d)=0.$$

Here $P_w=\int_0^\infty|\psi|^2dz$ is the norm in the well and $P_b=\int_{-d}^0|\psi|^2dz$ the norm in the barrier. Electrons leave towards negative $z$, so $j(-d)$ is negative. With the outgoing flux $j_{\rm out}=-j(-d)>0$,

$$\frac1\tau=\frac{\Gamma}{\hbar}=\frac{j_{\rm out}}{P_w+P_b}.\tag{2}$$

This relation holds for any $T$ in this model. The remaining task is to relate $j_{\rm out}$ to $P_w$, and from here on $T\ll1$ is assumed. The well wavefunction may then be taken as real and the energy as $E_i$ when $P_w$ is computed, while the flux is kept at its first nonvanishing order.

### The force identity

For $z>0$ the wavefunction satisfies

$$-\frac{\hbar^2}{2m}\psi''+(V-E)\psi=0.$$

Multiply by $2\psi'$. Since $2\psi'\psi''=(\psi'^2)'$ and $2\psi\psi'=(\psi^2)'$,

$$-\frac{\hbar^2}{2m}(\psi'^2)'+(V-E)(\psi^2)'=0.$$

Integrate from $0$ to $\infty$. The first term gives $+(\hbar^2/2m)\psi'(0)^2$, because $\psi'$ vanishes at infinity. The second is integrated by parts:

$$\int_0^\infty (V-E)(\psi^2)'dz=\big[(V-E)\psi^2\big]_0^\infty-\int_0^\infty V'\psi^2dz
=E\psi(0)^2-\int_0^\infty V'\psi^2dz.$$

The sign of $E\psi(0)^2$ comes from the lower limit, where $V(0)=0$. Now define the surface wave number by $E=\hbar^2k^2/2m$ and the mean force by $\langle V'\rangle=P_w^{-1}\int_0^\infty V'\psi^2dz$. Then

$$\frac{\hbar^2}{2m}\left[\psi'(0)^2+k^2\psi(0)^2\right]=\langle V'\rangle P_w.\tag{3}$$

The wavefunction at the surface is thus fixed by the mean force that presses the electron against it. No semiclassical approximation has been made in the well.

### Number of attempts per second

At $z=0^+$ the values of $\psi$ and $\psi'$ define two amplitudes, $a$ for the wave travelling towards the oxide and $b$ for the reflected wave:

$$\psi(0)=a+b,\qquad \psi'(0^+)=-ik(a-b).$$

This is a change of variables at one point; it does not require the potential to be flat there. For complex amplitudes the squares in (3) become squared moduli at this order, and

$$|\psi'|^2+k^2|\psi|^2=k^2\left(|a-b|^2+|a+b|^2\right)=2k^2\left(|a|^2+|b|^2\right).$$

The transmission $T$ is defined for a plane wave of wave number $k$ incident on the same oxide and gate. Flux conservation gives $|b|^2=(1-T)|a|^2$, so the sum equals $4k^2|a|^2(1-T/2)$. Dropping $T/2$ and inserting the result in (3),

$$\frac{2\hbar^2k^2}{m}|a|^2=\langle V'\rangle P_w .$$

The incident flux is the velocity $\hbar k/m$ times $|a|^2$:

$$j_{\rm in}=\frac{\hbar k}{m}|a|^2=\frac{\hbar k}{m}\,\frac{m\langle V'\rangle P_w}{2\hbar^2k^2}
=\frac{\langle V'\rangle}{2p}P_w,\qquad p=\hbar k.\tag{4}$$

Each bounce at the surface reverses the momentum and so changes it by $2p$. The number of bounces per second is the mean force divided by this change. Since $j_{\rm out}=Tj_{\rm in}$, equation (2) becomes

$$\frac1\tau=T\,\frac{\langle V'\rangle}{2p}\,\frac{1}{1+P_b/P_w}.\tag{5}$$

### The classical round trip

A classical electron leaves the surface with momentum $+p$ and returns with $-p$. Newton's law $dp_z/dt=-V'$, integrated over this flight of duration $t$, gives

$$-2p=-\int_0^{t}V'\,dt'=-\langle V'\rangle_{\rm cl}\,t,
\qquad\text{so}\qquad \frac{\langle V'\rangle_{\rm cl}}{2p}=\frac1t,$$

where $\langle V'\rangle_{\rm cl}$ is the time average. The flight time is

$$t=\oint\frac{dz}{|v_z|}=2\int_0^{z_t}\frac{dz}{v(z)},\qquad v(z)=\sqrt{\frac{2[E-V(z)]}{m}},\qquad V(z_t)=E.\tag{6}$$

If the quantum mean force is replaced by the classical one, and $P_b$ is neglected beside $P_w$, equation (5) reduces to

$$\tau_i=\frac{t_i}{T_i}.\tag{7}$$

This is the semiclassical lifetime. It rests on three conditions: $T\ll1$, a small barrier norm, and nearly equal quantum and classical mean forces.

In the linear well $V=qFz$ the third condition costs nothing, because the force is the constant $qF$ and both averages equal it. Then

$$t=\frac{2p}{qF}=\frac{2\sqrt{2mE}}{qF}.\tag{8}$$

The integral (6) gives the same result. From $E-qFz=mv^2/2$ one has $dz=-mv\,dv/(qF)$, and therefore $t=2\int_0^{v_s}m\,dv/(qF)=2mv_s/(qF)$, with $v_s=p/m$ the surface velocity. Hence $g=1/(2\sqrt2)$, for the ground subband as well as for high ones.

### Time spent in the barrier

The factor $1+P_b/P_w$ can be evaluated for an opaque barrier. Near the semiconductor the oxide wave is $\psi(0)e^{\kappa_0z}$, with $\kappa_0=\sqrt{2m_{\rm ox}(\Phi-E)}/\hbar$. Neglecting the variation of $\kappa$ over the decay length,

$$P_b\simeq\frac{|\psi(0)|^2}{2\kappa_0}.$$

Define $v_0=\hbar\kappa_0/m_{\rm ox}$, which has the dimension of a velocity but describes decay. Continuity of $\psi'/m$ at $z=0$ reads

$$-iv_s(a-b)=v_0(a+b)\quad\Rightarrow\quad b=a\,\frac{v_0+iv_s}{iv_s-v_0},\qquad a+b=\frac{2iv_s}{iv_s-v_0}\,a.$$

With $\rho=v_s/v_0$ this gives $|\psi(0)|^2=4\rho^2|a|^2/(1+\rho^2)$. In the linear well (4) and (8) give $P_w=t\,j_{\rm in}=t\,v_s|a|^2$. The additional time $t_b=tP_b/P_w$ is therefore

$$t_b=\frac{1}{v_s}\,\frac{2\rho^2}{(1+\rho^2)\kappa_0}=\frac{2\rho}{(1+\rho^2)\kappa_0v_0}.$$

Since $\kappa_0v_0=\hbar\kappa_0^2/m_{\rm ox}=2(\Phi-E)/\hbar$,

$$t_b=\frac{\hbar\rho}{(1+\rho^2)(\Phi-E)},\qquad \tau=\frac{t+t_b}{T}.\tag{9}$$

The electron spends this part of each cycle in the oxide, where it is not approaching the barrier from the well.

### Transmission of the sloping oxide

Let $s=-z$ be the depth in the oxide measured from the semiconductor. The barrier stays above $E$ at both faces if $\Phi-E-qF_{\rm ox}d>0$. This is direct tunnelling. If the inequality fails, the electron emerges inside the oxide and the result below does not apply. Put

$$\kappa(s)=\frac{\sqrt{2m_{\rm ox}(\Phi-E-qF_{\rm ox}s)}}{\hbar},\qquad w(s)=\int_0^s\kappa\,ds',\qquad W=w(d).$$

The semiclassical oxide wave is

$$\chi(s)=\kappa^{-1/2}\left[A\,e^{-w}+B\,e^{\,w-W}\right].$$

In derivatives at the faces the slope of $\kappa^{-1/2}$ is neglected beside $\kappa$. Subscripts 0 and 1 denote the semiconductor and gate faces, and $v_1=\hbar\kappa_1/m_{\rm ox}$.

At the gate the transmitted wave has amplitude $c$ and velocity $v_g$. Write $A'=Ae^{-W}$. Continuity of $\chi$ and of its derivative divided by the mass gives

$$A'+B=\sqrt{\kappa_1}\,c,\qquad -v_1(A'-B)=iv_g(A'+B).$$

The second equation is $A'-B=-i(v_g/v_1)\sqrt{\kappa_1}\,c$. Adding the first,

$$2A'=\sqrt{\kappa_1}\,c\left(1-i\frac{v_g}{v_1}\right)\quad\Rightarrow\quad
|c|^2=\frac{4v_1^2}{\kappa_1(v_1^2+v_g^2)}|A|^2e^{-2W}.$$

At the semiconductor face the $B$ term is smaller than the $A$ term by a factor of order $e^{-2W}$ and is dropped. The incident and reflected amplitudes satisfy

$$a+b=\kappa_0^{-1/2}A,\qquad iv_s(a-b)=-v_0\kappa_0^{-1/2}A.$$

Hence $a-b=i(v_0/v_s)\kappa_0^{-1/2}A$, and addition gives

$$2a=\kappa_0^{-1/2}A\left(1+i\frac{v_0}{v_s}\right)\quad\Rightarrow\quad |A|^2=\frac{4\kappa_0v_s^2}{v_s^2+v_0^2}|a|^2.$$

The transmission is the ratio of fluxes, $T=v_g|c|^2/(v_s|a|^2)$. Using $\kappa_0/\kappa_1=v_0/v_1$,

$$T=\frac{4v_sv_0}{v_s^2+v_0^2}\;\frac{4v_gv_1}{v_g^2+v_1^2}\;e^{-2W}.\tag{10}$$

For a flat barrier with equal masses everywhere and $v_g=v_s$ this becomes $16k^2\kappa^2e^{-2\kappa d}/(k^2+\kappa^2)^2$, the opaque limit of the rectangular barrier. For the linear slope the exponent is

$$2W=\frac{4\sqrt{2m_{\rm ox}}}{3\hbar qF_{\rm ox}}\left[(\Phi-E)^{3/2}-(\Phi-E-qF_{\rm ox}d)^{3/2}\right].\tag{11}$$

### Two limits

For $v_s\ll v_0$ the first factor in (10) is $4v_s/v_0$. Dividing by $t=2mv_s/(qF)$ removes the surface velocity:

$$\frac1\tau\simeq\frac{2qF}{mv_0}\;\frac{4v_gv_1}{v_g^2+v_1^2}\;e^{-2W}.\tag{12}$$

A slower electron collides more often, but is transmitted less well at each collision. In a given field, what remains at the semiconductor face is the factor $1/m$: a light mass along $z$ favours leakage.

The second limit is a wide well with many close levels. The semiclassical quantization rule is $\oint p_z\,dz=2\pi\hbar(n+\text{const})$. Its energy derivative is $\oint dz/|v_z|=t$, so neighbouring levels are separated by $\Delta E=2\pi\hbar/t$. Replacing the sum over levels in (1) by an integral over $dE/\Delta E$ gives

$$J=q\int\frac{dE}{\Delta E}\,\frac{N(E)T(E)}{t(E)}=\frac{q}{2\pi\hbar}\int N(E)\,T(E)\,dE,$$

where $N(E)$ is the sheet density of one subband at $E$. The round-trip time cancels, and the result is the supply integral of a continuum of incident electrons.

## Part 2. Energies, populations and a tunnel-oxide example

### Results carried over

The well has potential $V(z)$ with $V(0)=0$, mass $m$ along $z$, and in the linear model $V=qFz$. The oxide has thickness $d$, barrier $\Phi$, field $F_{\rm ox}$ and mass $m_{\rm ox}$. At energy $E$ the surface wave number is $k$, the surface velocity $v_s$, the decay constants at the two oxide faces $\kappa_0$ and $\kappa_1$, the corresponding velocities $v_0$ and $v_1$, and $\rho=v_s/v_0$. For weak transmission

$$J=q\sum_i\frac{N_i}{\tau_i},\qquad \tau_i=\frac{t_i}{T_i},\qquad t_i=\frac{2\hbar k_i}{qF},$$

with $T$ from (10) and (11). The time in the barrier, (9), replaces $t$ by $t+t_b$. The energies $E_i$ and densities $N_i$ remain to be found.

### Quasi-bound energies

Set $z=\ell u$ in the Schrödinger equation of the linear well:

$$-\frac{\hbar^2}{2m\ell^2}\frac{d^2\psi}{du^2}+qF\ell\,u\,\psi=E\psi.$$

Choose $\ell$ so that both coefficients equal one energy $\varepsilon$. This requires $\ell^3=\hbar^2/(2mqF)$ and $\varepsilon=qF\ell$. With $x=E/\varepsilon$ the equation is $\psi''=(u-x)\psi$, and the solution that decays into the semiconductor is ${\rm Ai}(u-x)$.

At the oxide the wave decays as $e^{\kappa_0z}$. Continuity of $\psi'/m$ gives

$$\frac{{\rm Ai}'(-x)}{\ell m}=\frac{\kappa_0}{m_{\rm ox}}{\rm Ai}(-x)
\quad\Rightarrow\quad
\frac{{\rm Ai}'(-x)}{{\rm Ai}(-x)}=\frac{\ell\kappa_0m}{m_{\rm ox}}.\tag{13}$$

For $\kappa_0\to\infty$ this becomes the hard-wall condition ${\rm Ai}(-x)=0$. For finite $\kappa_0$ the wavefunction near the surface is proportional to $z+\delta$, with $\delta=\psi(0)/\psi'(0^+)=m_{\rm ox}/(m\kappa_0)$. It extrapolates to zero at $z=-\delta$, as if the wall had moved back by $\delta$. The bottom of this extended well lies lower by $qF\delta$, so to first order in $\delta$ the level falls by $qF\delta$. A light mass along $z$ gives the larger shift.

### Populations and field

In two dimensions, the number of states per area with wave number below $k_\parallel$ is $2g_v\pi k_\parallel^2/(2\pi)^2$, for two spins and $g_v$ valleys. With $E_\parallel=\hbar^2k_\parallel^2/2m_d$ this is $g_vm_dE_\parallel/(\pi\hbar^2)$, so the density of states is constant. Filling it with the Fermi function gives

$$N_i=\frac{g_vm_d}{\pi\hbar^2}\int_0^\infty\frac{dE_\parallel}{1+e^{(E_i+E_\parallel-E_F)/k_BT_L}}
=\frac{g_vm_dk_BT_L}{\pi\hbar^2}\ln\!\left[1+e^{(E_F-E_i)/k_BT_L}\right],\tag{14}$$

where $T_L$ is the lattice temperature. The integral follows because the integrand is the derivative of $-k_BT_L\ln[1+e^{(E_F-E_i-E_\parallel)/k_BT_L}]$. The Fermi level $E_F$ is fixed by $\sum_iN_i=N_{\rm inv}$.

Gauss's law at the interface gives $\epsilon_{\rm ox}F_{\rm ox}=q(N_{\rm dep}+N_{\rm inv})$, with $N_{\rm dep}$ the depletion charge per area divided by $q$. Inside the layer, an electron at depth $z$ feels the depletion charge and the inversion charge lying deeper than itself. The depletion charge is treated as lying far behind the layer. Averaged over the inversion electrons, the second contribution is half of $N_{\rm inv}$, because in each pair of electrons one lies deeper. The linear well therefore uses

$$F=\frac{q}{\epsilon_s}\left(N_{\rm dep}+\tfrac12N_{\rm inv}\right).\tag{15}$$

The lifetime of a weakly leaking subband is now expressed as a round-trip time divided by a transmission, and the level energies, populations and well field needed for the current have been found. What remains is to evaluate the leakage for a tunnel-oxide example, test the lifetime law and estimate the neglected effects.
